\section*{Euler–Heisenberg Lagrangian for a uniform magnetic field from Landau levels, part 1}

(Sections cited here and not found follow in the second part.)

\section{What dimensions and symmetry allow}

A static uniform magnetic field $B\hat{\mathbf z}$ fills empty space. It changes the energy levels of the electron field, hence its zero-point energy, and this adds a term $\mathcal L_1(B)$ to the classical Lagrangian density $-B^2/8\pi$. The units are Gaussian, the electron charge is $-e$, the field is classical, $\mathbf E=0$, no real particles are present, and the electrons interact with the external field only (one loop).

The field enters the Dirac equation only through $e\mathbf A/c$, so $\mathcal L_1$ depends on $eB$, $m$, $\hbar$ and $c$. These form one dimensionless number and one energy density,
\begin{equation}
b=\frac{\hbar\,(eB/mc)}{mc^2}=\frac{B}{B_c},\qquad B_c=\frac{m^2c^3}{e\hbar},\qquad
u_0=\frac{mc^2}{\lambda_C^3}=\frac{m^4c^5}{\hbar^3},
\end{equation}
with $\lambda_C=\hbar/mc$. With $\alpha=e^2/\hbar c$ one has $\alpha B_c^2=m^4c^5/\hbar^3=u_0$. A rotation by $\pi$ about the $x$ axis reverses $B$ and leaves a scalar density unchanged, and the mass gap makes the weak-field response a power series in the field (an asymptotic one, as Section 7 shows), so
\begin{equation}
\mathcal L_1=u_0\left(F_0+F_2b^2+F_4b^4+\dots\right).
\end{equation}
The term $u_0b^{2k}$ scales as $m^{4-4k}(eB)^{2k}$. If a smooth cutoff at an energy $\Lambda$ is needed, the terms that grow with it come from modes far above $mc^2$, whose contributions expand in non-negative powers of $m^2$. So $\Lambda$ can stand in for $mc^2$ only where the mass appears to a non-negative power. For $k=0$ this allows growth as $\Lambda^4$. For $k=1$ no power of the mass appears, $u_0b^2=\alpha B^2$, so at most $\ln(\Lambda/mc^2)$ can occur, and the term has the form of the classical one. For $k\ge2$ the mass appears in negative powers and $\Lambda\to\infty$ is harmless. Two subtractions are therefore needed: a constant and a multiple of $B^2$. This counting assumes a smooth cutoff; Section 6 notes what a sharp one adds.

The sign linking $\mathcal L_1$ to the energy follows from the vacuum amplitude. In a static field the vacuum evolves as $e^{-iuVT/\hbar}$, where $u$ is its energy density, and the effective action is defined by writing this as $e^{i\mathcal L_1VT/\hbar}$. Hence $\mathcal L_1=-u$, in agreement with the classical pair $\mathcal L=-B^2/8\pi$, $u=+B^2/8\pi$.

\section{The simple case: no field}

Expand the electron field in eigenstates of the one-particle Hamiltonian $H$. With the charge-symmetric ordering $\frac12[\psi^\dagger,H\psi]$, a state of energy $E$ contributes $E(N-\frac12)$. In the vacuum $N=0$ for $E>0$ and $N=1$ for $E<0$, so each state contributes $-\frac12|E|$. For a spectrum symmetric in $\pm E$ the total is $-\sum_{E>0}E$. Measure momenta in $mc$ and energies in $mc^2$. With two spin states,
\begin{equation}
u_{\rm vac}=-2u_0\int\frac{d^3q}{(2\pi)^3}\sqrt{1+q^2}.
\label{free}
\end{equation}
This diverges. The regulator must respect gauge invariance. In a field the canonical momentum is not gauge invariant while the spectrum is, so the regulator chosen here is a smooth function of the energy of a mode alone; Section 6 checks the result with a different one.

An integration by parts gives
\begin{equation}
\int_0^\infty ds\,s^{-3/2}\left(1-e^{-as}\right)=\Big[-2s^{-1/2}(1-e^{-as})\Big]_0^\infty+2a\int_0^\infty ds\,s^{-1/2}e^{-as}=2\sqrt{\pi a},
\end{equation}
so $\sqrt a=-\frac{1}{2\sqrt\pi}\int_0^\infty ds\,s^{-3/2}(e^{-as}-1)$. The variable $s$ is the dimensionless proper time. Cut it off at $s_0=(mc^2/\Lambda)^2$ and keep the $a$-dependent part:
\begin{equation}
f(a)=-\frac{1}{2\sqrt\pi}\int_{s_0}^\infty ds\,s^{-3/2}e^{-as}
=\sqrt a\,\operatorname{erfc}\sqrt{as_0}-\frac{e^{-as_0}}{\sqrt{\pi s_0}}.
\label{f}
\end{equation}
The second form follows from the same integration by parts, whose boundary term is now $2s_0^{-1/2}e^{-as_0}$, and from $\int_{s_0}^\infty s^{-1/2}e^{-as}ds=\sqrt{\pi/a}\,\operatorname{erfc}\sqrt{as_0}$ (put $s=t^2/a$). For $as_0\gg1$, $f$ dies as $e^{-as_0}$. For $as_0\ll1$, $\operatorname{erfc}y\simeq1-2y/\sqrt\pi$ gives $f=\sqrt a-1/\sqrt{\pi s_0}+O(a\sqrt{s_0})$. For modes well below the cutoff the regulated energy is the true one lowered by the same constant for each mode. Section 6 shows that this shift does not reach the final result.

Put $f(1+q^2)$ into (\ref{free}) and use $\int d^3q\,e^{-sq^2}=(\pi/s)^{3/2}$:
\begin{equation}
u_{\rm vac}=\frac{2u_0}{2\sqrt\pi}\,\frac{\pi^{3/2}}{8\pi^3}\int_{s_0}^\infty\frac{ds}{s^3}e^{-s}=\frac{u_0}{8\pi^2}\Gamma(-2,s_0).
\label{uvac}
\end{equation}
Two integrations by parts give $\Gamma(-2,s_0)=e^{-s_0}\left(\frac{1}{2s_0^2}-\frac{1}{2s_0}\right)+\frac12E_1(s_0)$, with $E_1(s_0)=\int_{s_0}^\infty s^{-1}e^{-s}ds$. One more gives $E_1=-e^{-s_0}\ln s_0+\int_{s_0}^\infty e^{-s}\ln s\,ds$. Since $\int_0^\infty e^{-s}\ln s\,ds=\Gamma'(1)=-\gamma$ (Euler's constant) and the terms $s_0\ln s_0$ cancel, $E_1=\ln(1/s_0)-\gamma+O(s_0)$. Expanding $e^{-s_0}$ to second order,
\begin{equation}
\Gamma(-2,s_0)=\frac{1}{2s_0^2}-\frac1{s_0}+\frac34+\frac12\left(\ln\frac1{s_0}-\gamma\right)+O(s_0).
\end{equation}

\emph{Test against a sharp cutoff.} Equation (\ref{uvac}) is positive, although (\ref{free}) looks negative; the constant shift makes $f<0$ everywhere. With $q<K$ instead, $q^2\sqrt{1+q^2}=q^3+q/2-1/8q+\dots$ gives
\begin{equation}
u_{\rm vac}=-\frac{u_0}{\pi^2}\left[\frac{K^4}{4}+\frac{K^2}{4}-\frac18\ln K+\text{const}\right].
\end{equation}
The powers have different coefficients, and the quartic ones even have opposite signs, so they carry no meaning of their own. The logarithm, $(u_0/16\pi^2)\ln K^2$, matches $(u_0/16\pi^2)\ln(\Lambda/mc^2)^2$ from (\ref{uvac}). Numerical quadrature at two large values of $K$, with the powers removed, gives $du/d\ln K^2=0.0063324\,u_0$ against $1/16\pi^2=0.0063326$; the difference is the $1/K^2$ tail.

\section{Landau levels}

Take $H=c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta mc^2$ with $\boldsymbol\pi=\mathbf p+e\mathbf A/c$ and $\mathbf A=(0,Bx,0)$. Then $[\pi_x,\pi_y]=[p_x,eBx/c]=-i\hbar eB/c$. In $H^2$ the cross terms vanish because $\beta$ anticommutes with $\boldsymbol\alpha$, and $\alpha_i\alpha_j=\delta_{ij}+i\epsilon_{ijk}\Sigma_k$ gives
\begin{equation}
H^2=m^2c^4+c^2\boldsymbol\pi^2+ic^2\Sigma_z[\pi_x,\pi_y]=m^2c^4+c^2\boldsymbol\pi^2+\hbar ceB\,\Sigma_z .
\end{equation}
Define $\hat a=\sqrt{c/2\hbar eB}\,(\pi_x-i\pi_y)$. Then $[\hat a,\hat a^\dagger]=(c/2\hbar eB)\,2i[\pi_x,\pi_y]=1$, and $(\pi_x+i\pi_y)(\pi_x-i\pi_y)=\pi_\perp^2-i[\pi_x,\pi_y]=\pi_\perp^2-\hbar eB/c$, so $\pi_\perp^2=(\hbar eB/c)(2k+1)$ with $k=0,1,2,\dots$ Dividing by $m^2c^4$, with $q=p_z/mc$ and $\sigma=\pm1$ the eigenvalue of $\Sigma_z$,
\begin{equation}
\varepsilon^2=1+q^2+b(2k+1+\sigma)=1+q^2+2nb,\qquad n=k+\tfrac12(1+\sigma).
\end{equation}
Each value of $\sigma$ occurs twice among the four spinor components. For $n\ge1$ the pairs $(k,\sigma)=(n,-1)$ and $(n-1,+1)$ give four eigenstates of $H^2$; for $n=0$ only $(0,-1)$ exists and gives two. The matrix $\gamma_5$ with unit blocks off the diagonal commutes with $\boldsymbol\alpha$ and anticommutes with $\beta$, so the constant unitary matrix $\beta\gamma_5$ anticommutes with $H$ and maps $E$ to $-E$. Half of the states therefore have positive energy: $g_0=1$, $g_{n\ge1}=2$. Numerical diagonalization of $H$ in an oscillator basis of unmatched frequency, at $b=0.7$ and $q=0.4$, gives $\varepsilon=1.077033,\ 1.6,\ 1.989975,\ 2.315167$ with multiplicities $1,2,2,2$, and the mirror levels at negative energy.

The conserved $p_y$ only shifts the orbit: $\pi_y=(eB/c)(x-x_0)$ with $x_0=-cp_y/eB$. In a box $L_x\times L_y$ the spacing of $p_y$ is $2\pi\hbar/L_y$, that of $x_0$ is $2\pi\hbar c/eBL_y$, and the number of centres per area is $eB/2\pi\hbar c=b/2\pi\lambda_C^2$. With $dp_z/2\pi\hbar=dq/2\pi\lambda_C$ states per length,
\begin{equation}
\mathcal L_1=-u=u_0\,\frac{b}{4\pi^2}\sum_{n=0}^\infty g_n\int_{-\infty}^\infty dq\,\sqrt{1+q^2+2nb}.
\label{modes}
\end{equation}

\emph{Test on $b\to0$.} With $h=2b$, the sum $b\sum_ng_n\varphi(2nb)=h\left[\frac12\varphi(0)+\varphi(h)+\dots\right]$ is the trapezoid rule for $\int_0^\infty\varphi(x)\,dx$. The free counting of transverse states is $2\int d^2q_\perp\,\varphi(q_\perp^2)/(2\pi)^2=\frac1{2\pi}\int_0^\infty\varphi\,dx$, which is the limit of $\frac{b}{2\pi}\sum g_n\varphi$. The half weight at $n=0$ matters. Taking $g_0=2$ instead would add $b\,\varphi(0)$, a term linear in $|B|$ that Section 1 forbids.

\section{The proper-time integral}

Replace the root in (\ref{modes}) by $f$. The cutoff makes everything absolutely convergent, so sum and integrals may be exchanged. The longitudinal integral is $\int dq\,e^{-sq^2}=\sqrt{\pi/s}$, and with $z=bs$ the level sum is geometric,
\begin{equation}
\sum_ng_ne^{-2nz}=1+\frac{2e^{-2z}}{1-e^{-2z}}=\frac{1+e^{-2z}}{1-e^{-2z}}=\coth z .
\end{equation}
The prefactor is $\frac{b}{4\pi^2}\cdot\left(-\frac{1}{2\sqrt\pi}\right)\cdot\sqrt\pi=-\frac{b}{8\pi^2}$ and the power of $s$ is $s^{-3/2}s^{-1/2}=s^{-2}$:
\begin{equation}
\mathcal L_1^{\rm reg}=-\frac{u_0}{8\pi^2}\int_{s_0}^\infty\frac{ds}{s^3}\,e^{-s}\,bs\coth bs .
\label{reg}
\end{equation}
At $b=0$, $z\coth z=1$ and (\ref{reg}) is $-u_{\rm vac}$ of (\ref{uvac}).

The function $y=z\coth z$ obeys $zy'=y-y^2+z^2$, because $(\coth z)'=1-\coth^2z$. Inserting $y=1+\sum_kc_kz^{2k}$ gives $3c_1=1$ and $(2k+1)c_k=-\sum_{j=1}^{k-1}c_jc_{k-j}$ for $k\ge2$. Then $5c_2=-\frac19$, $7c_3=\frac{2}{135}$, $9c_4=-\frac{4}{2835}-\frac1{2025}$, and
\begin{equation}
z\coth z=1+\frac{z^2}{3}-\frac{z^4}{45}+\frac{2z^6}{945}-\frac{z^8}{4725}+\dots
\label{series}
\end{equation}
Against $s^{-3}$, only the first two terms diverge at small $s$. Adding and subtracting them splits (\ref{reg}) exactly:
\begin{align}
\frac{\mathcal L_1^{\rm reg}}{u_0}={}&-\frac{\Gamma(-2,s_0)}{8\pi^2}-\frac{b^2}{24\pi^2}E_1(s_0)\nonumber\\
&-\frac{1}{8\pi^2}\int_{s_0}^\infty\frac{ds}{s^3}e^{-s}\left[bs\coth bs-1-\frac{(bs)^2}{3}\right].
\label{split}
\end{align}
The last integrand behaves as $-b^4s/45$ at small $s$, so $s_0\to0$ is allowed there.

\emph{Test by explicit summation.} The sum (\ref{modes}) with the erfc form of $f$ was evaluated level by level, with the trapezoid rule in $q$. For $b=0.8$, $s_0=0.05$ it gives $-2.3112216211$. The three terms of (\ref{split}), with $E_1=2.4678985$, are $-2.3046458159$, $-0.0066680106$ and $+0.0000922053$; they add to $-2.3112216212$. The last term becomes $9.234468\times10^{-5}$ for $s_0\to0$. At $b=0.05$, the mode sum minus the free three-dimensional quadrature, divided by $b^2$, is $-0.010418$, against $-E_1/24\pi^2=-0.010419$; the remainder is the $b^4$ term.

\section{The two subtractions}

The first term of (\ref{split}) does not depend on $B$. It drops out of the field equations, and removing it measures energy from the field-free vacuum. Nothing is redefined.

The second term depends on $B$ and cannot be dropped. The charge and field written in the Lagrangian so far are bare quantities, $e_0$ and $B_0$, so $b=e_0\hbar B_0/m^2c^3$ and $u_0b^2=\alpha_0B_0^2$ with $\alpha_0=e_0^2/\hbar c$. With $\ell=E_1(s_0)$, the classical term and the second term combine to
\begin{equation}
-\frac{B_0^2}{8\pi}-\frac{\alpha_0B_0^2}{24\pi^2}\ell=-\frac{B_0^2}{8\pi}\left(1+\frac{\alpha_0\ell}{3\pi}\right)
=-\frac{(e_0B_0)^2}{8\pi\hbar c}\left(\frac1{\alpha_0}+\frac{\ell}{3\pi}\right).
\label{comb}
\end{equation}
The product $e_0B_0$ is observable, since it sets the cyclotron frequency of a slow electron. The energy cost of a weak field with given $e_0B_0$ is observable too, and it fixes only the last bracket. Defining $e$ and $B$ by $eB=e_0B_0$ and by requiring (\ref{comb}) to equal $-B^2/8\pi=-(eB)^2/8\pi\hbar c\,\alpha$ gives
\begin{equation}
\frac1\alpha=\frac1{\alpha_0}+\frac{\ell}{3\pi},\qquad Z_3\equiv\frac{\alpha}{\alpha_0}=1-\frac{\alpha\ell}{3\pi},\qquad B_0=Z_3^{1/2}B,\qquad e_0=Z_3^{-1/2}e .
\label{Z3}
\end{equation}
The form of $Z_3$ follows on multiplying the first relation by $\alpha$. Because $b$ contains only the product, it needs no renormalization. Absorbing the whole $B^2$ term, the constant $-\gamma$ included, makes $\alpha$ the coupling for weak, slowly varying fields, which is the one measured at low energy. Dropping only $\ln(1/s_0)$ would leave a finite $B^2$ term and a different definition of $e$.

Since $\ell>0$, $\alpha<\alpha_0$: the vacuum screens charge. The sign can be traced by summing over $k$ and $\sigma$ separately, $\sum_ke^{-(2k+1)z}=1/2\sinh z$ and $\sum_\sigma e^{-\sigma z}=2\cosh z$. In $z\coth z=(z/\sinh z)\cosh z$ the orbital factor gives $-z^2/6$ and the spin factor $+z^2/2$, so the spin term dominates and $\frac12-\frac16=\frac13$. At $\ell=3\pi/\alpha$ the factor $Z_3$ would vanish (the Landau pole); the one-loop relation already fails on the approach to that point, once $\alpha_0=\alpha/Z_3$ is of order one, so $\Lambda$ is large compared with $mc^2$ and $\sqrt{\hbar ceB}$ but not literally infinite.

The result is $\mathcal L=-B^2/8\pi+\mathcal L_1$ with the Euler--Heisenberg term
\begin{equation}
\mathcal L_1=-\frac{m^4c^5}{8\pi^2\hbar^3}\int_0^\infty\frac{ds}{s^3}\,e^{-s}\left[bs\coth bs-1-\frac{(bs)^2}{3}\right]\equiv u_0F(b).
\label{EH}
\end{equation}
The partial-fraction series $z\coth z=1+2z^2\sum_{k\ge1}(z^2+k^2\pi^2)^{-1}$ and $\sum_k(k\pi)^{-2}=\frac16$ turn the bracket into $-2z^4\sum_k[k^2\pi^2(z^2+k^2\pi^2)]^{-1}$. It is negative and grows in size with $z$, so $\mathcal L_1$ is positive and increasing: the magnetization $\partial\mathcal L_1/\partial B$ left after renormalization points along the field.

Summing the zero-point energies of the Landau levels, dropping a constant and absorbing the $B^2$ term into the charge and field has given the finite one-loop term (\ref{EH}), which is positive and increases with the field. It remains to show that the result does not depend on the regulator, to find its closed form and its weak- and strong-field limits, and to work out numerical values.

Numerical values quoted here were computed with a short program.
